# Why a lower step-edge barrier favours layer-by-layer growth

**Question.** A surfactant is a foreign species that stays on the surface while a film grows beneath it. Some surfactants turn a film that would grow in mounds into one that grows layer by layer. Suppose that the surfactant lowers the extra barrier an atom must cross to step down from an island. How does this change the time an atom spends on top of the island, and why does that decide whether the next layer starts too early?

**Answer.**

**The competition**

Atoms land on top of an island as well as beside it. An atom on top wanders until it reaches the edge and descends, and it then widens the island. If it meets a second atom first, the two form a nucleus of the next layer. The island is then capped: later arrivals on top can join the nucleus instead of descending. Growth proceeds by layers if most islands merge before they are capped.

A step-edge barrier reflects atoms that reach the edge. They stay longer, so a later arrival is more likely to find a partner. Both parts of this statement can be made quantitative.

The model is a round island of radius $R$ on an fcc(111) surface, with its whole edge treated as a close-packed step. A truly round edge has more exits, which shortens the stay by roughly a tenth when the barrier is strong. In the copper example below, this would lower the capped fraction with surfactant from 15% to 13%. Pairs are stable and immobile, nothing evaporates, and hops and descents have the same attempt rate. The formulas hold in any consistent set of units.

**How long an atom stays**

Let $a$ be the distance between neighbouring sites, $h=\sqrt3a/2$ the row spacing and $\Omega=\sqrt3a^2/2$ the area per site. An atom hops in each of six directions at rate $k_h\propto e^{-E_d/kT}$. Its mean squared displacement grows as $6k_ha^2t=4Dt$, so

$$D=\tfrac32k_ha^2 .$$

Along a close-packed edge there is one site per length $a$, with two outward exits, each used at rate $k_e=k_he^{-E_s/kT}$. Here $E_s$ is the extra step-edge barrier. If $n_1$ is the number of atoms per area in the last row, the outward current per length is

$$J=\frac{2k_e\Omega n_1}{a}=\sqrt3\,a\,k_en_1=\frac Dh\,e^{-E_s/kT}n_1 ,$$

where the last form uses $D/(\sqrt3ak_h)=\sqrt3a/2=h$. The last row lies $h/2$ inside the island's edge. Since $J=-Dn'(R)$, linear extrapolation gives $n_1=n(R)+Jh/(2D)$. Inserting this and collecting $J$,

$$J=\frac D\ell\,n(R),\qquad \ell=h\left(e^{E_s/kT}-\tfrac12\right).$$

The length $\ell$ measures how strongly the edge reflects.

Atoms arrive at $F$ layers per second, or $F/\Omega$ per area. In the steady state $D\nabla^2n+F/\Omega=0$, whose solution regular at the centre is $n=n_0-Fr^2/(4D\Omega)$. The current at the edge is therefore $FR/(2\Omega)$. Setting it equal to $Dn(R)/\ell$ gives $n(R)=FR\ell/(2D\Omega)$, and so

$$n(r)=\frac{F}{4D\Omega}\left(R^2-r^2+2R\ell\right).$$

Integration over the island gives the mean number of atoms on top:

$$\bar N=\frac{F}{4D\Omega}\left(\frac{\pi R^4}{2}+2\pi R^3\ell\right).$$

In a steady state this number is the arrival rate $\Phi=F\pi R^2/\Omega$ times the mean stay $\tau$. Dividing,

$$\tau=\frac{R^2}{8D}+\frac{R\ell}{2D}.$$

The first term is the time needed to find the edge, and the second is the delay caused by reflection. They are equal at $\ell=R/4$. Once $\ell$ is well below this, lowering the barrier further gains little.

For $\ell\gg R$ the second term dominates and varies as $e^{(E_d+E_s)/kT}$. The total descent barrier then sets the stay. A surfactant that lowers $E_s$ but raises $E_d$ by the same amount leaves $\tau$ unchanged at fixed $R$.

**How the stay controls nucleation**

At low flux, $\Phi\tau\ll1$, a new arrival finds another atom on top with probability $\Phi\tau$. The two must then meet before either leaves.

To estimate the meeting time $\tau_m$, close the edge and follow the separation $\rho$ of the two atoms, which diffuses with coefficient $2D$. Let $g(\rho)$ be the probability density of the separation, and $I$ the rate of meeting. A steady inward current obeys $2\pi\rho\,(2D)\,g'=I$. With $g=0$ at $\rho\approx a$,

$$g(\rho)=\frac{I}{4\pi D}\ln\frac{\rho}{a}.$$

Far apart, at $\rho\approx R$, the density must approach $1/(\pi R^2)$. This fixes $I=1/\tau_m$ up to a constant beside the logarithm:

$$\tau_m\approx\frac{R^2}{4D}\left(\ln\frac Ra+C\right).$$

The constant $C$ absorbs the effects of the edge and the lattice. Solving the two-walker problem on a hexagonal island with eight rings of sites around its centre gives $C=0.26$. With this value the formula falls 2.4% below the solved meeting time for fourteen rings. $C$ still drifts with size: it is 0.20 for five rings, 0.34 for fourteen, and about 0.4 to 0.5 at $R/a\approx52$, the final size in the example below. There the formula with $C=0.26$ gives a meeting time about 5% too short. This lowers the meeting chance by only 0.005 and leaves the capped fraction unchanged to the digits shown.

When the barrier is strong, an atom explores the whole island before leaving, and its departure is close to a memoryless event of rate $1/\tau$. Meeting at rate $1/\tau_m$ competes with the departure of either atom, at total rate $2/\tau$. The chance of meeting is

$$p=\frac{1/\tau_m}{1/\tau_m+2/\tau}=\frac{\tau}{\tau+2\tau_m},$$

and the nucleation rate is

$$\omega=\Phi\,(\Phi\tau)\,p=\frac{\Phi^2\tau^2}{\tau+2\tau_m}.$$

For $\tau\gg\tau_m$ this becomes $\omega=\Phi^2\tau$: almost every pair that shares the island forms a nucleus, and halving the stay halves the rate.

Mean-field theory gives a different law. It counts $\bar N^2/2$ pairs, each meeting at rate $1/\tau_m$, so its rate is $\Phi^2\tau^2/(2\tau_m)$. This agrees with $\omega$ for $\tau\ll\tau_m$. For long stays it is too large by the factor $\tau/(2\tau_m)$, because real pairs are used up soon after they appear and never build up to $\bar N^2/2$. In the lattice two-walker problem with a strong barrier, the rate varies as $\tau^{1.006}$, while the mean-field expression varies as $\tau^2$.

The formula for $\omega$ is an interpolation. On a ten-ring island, the ratio of the solved rate to the formula is 0.999 for $e^{E_s/kT}=400$, 1.21 for a factor of 10, and 1.98 with no barrier. It is reliable for strong barriers and gives an order of magnitude for weak ones.

**From a rate to a capped layer**

Let each island collect all atoms landing in a cell of radius $R_c$, the same for every island, so that the coverage is $\theta=Ft=(R/R_c)^2$. The density of islands is held fixed when the barrier is changed. The accumulated nucleation rate is

$$K=\int\omega\,dt=\int\frac{\omega}{F}\,d\theta ,$$

and the fraction of capped islands is $1-e^{-K}$.

For a strong barrier, $\omega=\Phi^2R\ell/(2D)=\pi^2F^2\ell R^5/(2D\Omega^2)$. With $d\theta=2R\,dR/R_c^2$,

$$K=\frac{\pi^2F\ell}{D\Omega^2R_c^2}\int_0^RR'^6dR'=\frac{\pi^2F\ell R^7}{7D\Omega^2R_c^2}.$$

At a given coverage $K$ is proportional to $\ell$. The radius at which $K$ reaches a given value varies only as $\ell^{-1/7}$. A large change in the barrier thus shifts the capping radius modestly, but the shift is decisive if it carries that radius past the size at which islands merge.

**Numbers for copper (111) at 150 K**

Rough typical values for copper are $a=0.256$ nm, $E_d=0.04$ eV and a clean step barrier $E_s=0.20$ eV. The surfactant is modelled by $E_s=0.10$ eV with all else unchanged. The attempt rate is $10^{12}$ s$^{-1}$ per direction and the flux is 0.01 layer/s. The cell radius $R_c=15$ nm is an assumption: it stands for a surface where defects or other nucleation sites make islands denser than free nucleation would. With $kT=0.01293$ eV, $D=4.45\times10^9$ nm²/s. The reflection length $\ell$ is $1.16\times10^6$ nm for the clean step and 508 nm with surfactant.

At coverage 0.8 the radius is $15\sqrt{0.8}=13.4$ nm. The reflection term with surfactant is

$$\frac{R\ell}{2D}=\frac{13.4\times508}{2\times4.45\times10^9}\ \text{s}\approx7.6\times10^{-7}\ \text{s}.$$

Adding the diffusion term, $5.1\times10^{-9}$ s, gives $\tau=7.7\times10^{-7}$ s. For the clean step $\tau=1.75\times10^{-3}$ s, about 2300 times longer.

For the clean step, half the islands are capped when $K=\ln2$:

$$R=\left(\frac{7\ln2\,D\Omega^2R_c^2}{\pi^2F\ell}\right)^{1/7}\approx5.4\ \text{nm}=54\ \text{angstrom}.$$

The coverage is then only 0.13. There are on average 0.011 atoms on top, so the low-flux assumption holds, and mean-field theory would overstate the rate by a factor of about $6\times10^4$.

With surfactant, $\ell$ is 2300 times smaller, so this radius grows by $2300^{1/7}\approx3.0$, to about 16 nm. That exceeds the cell radius, so most islands merge with their neighbours before they are capped. At coverage 0.8 the strong-barrier formula gives $K\approx0.17$. Including the meeting chance, which is 0.90 at the final radius, lowers it to 0.16, so 15% of the islands are capped.

A calculation that follows arrivals and departures in time drops the condition $\Phi\tau\ll1$, though it still assumes that two atoms meet or part before the next arrival. It gives the same 15% with surfactant and 5.4 nm for the clean step.

**What would change the answer in a real film**

The result depends strongly on the island density. At a given coverage $R\propto R_c$, so the strong-barrier formula gives $K\propto R_c^5$. With the surfactant, half the islands would be capped at coverage 0.8 for $R_c\approx20$ nm. Free nucleation with these barriers and this flux would give $R_c$ of roughly 35 nm, and nearly all islands would then be capped. In this example, the lower step barrier gives layer growth only if the islands are also dense enough.

The result is also sensitive to the surfactant's effect on diffusion. If the surfactant also raised $E_d$ by 0.05 eV at the same island density, more than 99.9% of islands in equal cells would be capped at coverage 0.8. In a film with a spread of cell sizes, some small islands would escape capping. Denser islands would offset the slower diffusion: a cell radius of 6.8 nm restores the original 15%. Whether a particular surfactant produces that density is not calculated here.

For the strong barriers used here, though not for a very weak one, an error in the step barrier matters at least as much per electronvolt: for a strong barrier the stay depends on $E_d+E_s$, and a larger $E_s$ also raises the meeting chance. With $E_s=0.12$ eV instead of 0.10 eV, the capped fraction rises from 15% to 55%; the same increase in $E_d$ gives 53%. Incomplete coverage of the edge is less harmful than it may seem, because an atom held by a strong barrier visits the edge many times and can leave through the easy parts. Adding the exit rates gives $1/\ell=s/\ell_{\rm surf}+(1-s)/\ell_{\rm clean}$ for a covered share $s$. A share of 24% keeps the capped fraction at coverage 0.8 down to one half.

Stable pairs are a fair assumption at 150 K only if the pair bond is near 0.3 eV or stronger. For a rough pair bond of 0.3 eV, a pair breaks up about 23 times per second, while 100 atoms per second arrive at the final radius. Most separated atoms meet again. Even if they are treated as randomly placed after the break-up, which overstates the loss, only about 2% of pairs at the final radius are lost before a third atom arrives. This is very sensitive to the bond: at 0.25 eV the break-up rate is about 1100 s$^{-1}$, and the same estimate gives a loss of about half. At 300 K the break-up rate is about $10^7$ s$^{-1}$, and the assumption fails. The numbers therefore do not carry over to a copper plating bath near room temperature, which also has a liquid at the surface.

At the final radius, about 3% of the atoms arriving on top land on the edge row, where direct descent on impact could slightly reduce nucleation. Motion of pairs is left out and can matter. With the same attempt rate, a pair whose diffusion barrier is below about 0.2 eV reaches the edge long before the next atom arrives, 0.01 s later. It would descend before being joined if its total descent barrier were below about 0.26 eV. The copper numbers hold only if pairs stay on top. Long-range forces between atoms are also left out and have not been sized. The model also covers only separate islands. Once they merge, atoms on top can leave only through the remaining holes, and they can meet atoms that landed on neighbouring islands. The next layer can therefore start before the last holes close. The numerical output below lists the values used here.

## Table of computed values

```
Temperature: 150 K
Thermal energy kT: 0.01293 eV
Nearest distance a: 0.256 nm
Row spacing h: 0.2217 nm
Site area: 0.05676 nm^2
Attempt rate per direction: 1e+12 1/s
Diffusion barrier Ed: 0.04 eV
Step barrier, clean: 0.2 eV
Step barrier, surfactant: 0.1 eV
Flux: 0.01 layer/s
Cell radius: 15 nm
Final coverage: 0.8
Island radius at final coverage: 13.42 nm
Diffusion coefficient D: 4.453e+09 nm^2/s
Edge length ell, clean: 1.163e+06 nm
Edge length ell, surfactant: 507.6 nm
Meeting constant C: 0.2647
Lattice meeting time, solved (hops): 84.51
Lattice meeting time, formula (hops): 82.45
Lattice stay, solved/formula - 1, no barrier: 0.06365
Lattice stay, solved/formula - 1, strong: 0.000954
Pair rate solved/formula, Boltzmann factor 400: 0.9986
Pair rate solved/formula, factor 10: 1.211
Pair rate solved/formula, factor 1: 1.984
Power of tau in nucleation, exact pair: 1.006
Power of tau in nucleation, mean field: 2
Arrivals at final radius: 99.63 1/s
Stay at final radius, clean: 0.001752 s
Stay at final radius, surfactant: 7.698e-07 s
Diffusion floor of stay: 5.053e-09 s
Meeting time at final radius: 4.269e-08 s
Meeting chance, surfactant: 0.9002
Nucleation rate at final radius, surfactant: 0.006879 1/s
Expected nuclei, clean (low-flux formula): 397.4
Expected nuclei, surfactant: 0.1595
Capped fraction, surfactant: 0.1474
Capped fraction, surfactant, chain: 0.1474
Coverage with half the islands capped, clean: 0.1303
Radius with half the islands capped, clean: 5.415 nm
Same radius in angstrom: 54.15 angstrom
Same radius from chain: 5.427 nm
Mean atoms on top at that radius, clean: 0.01147
Mean-field overcount at that radius, clean: 6.475e+04
Expected nuclei, zero step barrier (rough): 6.205e-05
Capped fraction, surfactant barrier + 0.02 eV: 0.5508
Capped fraction, surfactant, Ed + 0.05 eV: 0.9995
Cell radius that undoes the slower diffusion: 6.848 nm
Edge share with surfactant for half capped: 0.2447
Pair bond (rough): 0.3 eV
Pair break-up rate at 150 K: 22.63 1/s
Pair break-up rate at 300 K: 1.165e+07 1/s
Share of pairs lost at final radius, surfactant: 0.02217
Share of atoms landing on the edge row: 0.03305
```
